# Isotropic deposition on right-angle corners: which ones stay sharp?

## Question

I am modelling a conformal film grown over a rectangular trench. The surface moves into the vapour along its own normal at a constant speed \(R\), so after a time \(t\) every flat face has moved by \(d=Rt\).

I don't know what to do at the corners, where there is no unique normal. At the top lip, I could extend the two displaced faces until they meet, which gives a sharp corner displaced by \(\sqrt2\,d\). Someone told me this is wrong because nothing can grow faster than \(R\), and that the lip must be rounded. But at the bottom of the trench the displaced floor and wall also meet at a point \(\sqrt2\,d\) from the old corner, and there I am told to keep the sharp corner. Why is the same displacement forbidden in one place and allowed in the other? And how much does it matter for a real film?

## Answer

The displacement of the corner is the wrong thing to compare with \(R\). What counts is how far the new corner lies from the *nearest* solid, and in that respect your two corners differ.

### What the growth rule says

I take \(R\) to be the same for every position, orientation and curvature. This suits a surface reaction that saturates. It does not describe an isotropic stream of particles that stick at first impact, because shadowing would then make the speed depend on position.

Take a cross-section through a long straight edge, and let \(S\) be the original solid. Suppose that growth spreads from every surface point into the vapour at speed \(R\). A vapour point is then reached when growth from the nearest solid point arrives, so the front after time \(t\) is

\[
\operatorname{dist}\big((x,y),S\big)=d,\qquad d=Rt .
\]

This agrees with your normal-speed rule wherever a normal exists. Put \(\phi=\operatorname{dist}-Rt\), with the front at \(\phi=0\). Distance increases by one unit per unit length directly away from the nearest solid point, so \(|\nabla\phi|=1\), while \(\partial_t\phi=-R\). Hence

\[
\partial_t\phi+R|\nabla\phi|=0,
\qquad
\text{normal speed}=-\frac{\partial_t\phi}{|\nabla\phi|}=R .
\]

At a corner the normal-speed rule is silent, and the distance rule adds information. I justify that addition below by starting from slightly rounded edges.

### The convex corner

Let the solid be \(x\le0\) and \(y\le0\). The squared distance from \((x,y)\) to a solid point \((a,b)\) is \((x-a)^2+(y-b)^2\), to be minimised over \(a\le0\), \(b\le0\). The two terms can be minimised separately. If \(x\le0\), the choice \(a=x\) makes the first term zero; if \(x>0\), the best choice is \(a=0\), which leaves \(x^2\). The same holds for \(y\), so

\[
\operatorname{dist}=\sqrt{\max(x,0)^2+\max(y,0)^2}.
\]

Setting this equal to \(d\) gives three pieces:

- for \(x\le0\), the flat \(y=d\);
- for \(y\le0\), the flat \(x=d\);
- for \(x,y\ge0\), the arc \(x^2+y^2=d^2\).

The convex corner has become a quarter circle of radius \(d\), centred on the old corner. The arc meets each flat with a common tangent, so the normal is continuous, while the curvature jumps from \(0\) to \(1/d\).

Your sharp alternative puts solid at \((d,d)\). The nearest original solid is the old corner, at distance \(\sqrt{d^2+d^2}=\sqrt2\,d\). Growth at speed \(R\) has not arrived there by time \(t\).

### The concave corner

Now let the solid be \(x\le0\) *or* \(y\le0\), leaving the vapour in \(x,y>0\). The solid is the union of two half-planes. A vapour point is \(x\) away from one and \(y\) away from the other, and the distance to a union is the smaller of the two:

\[
\operatorname{dist}=\min(x,y).
\]

The front \(\min(x,y)=d\) consists of

\[
x=d,\; y\ge d
\qquad\text{and}\qquad
y=d,\; x\ge d .
\]

These half-lines meet at \((d,d)\), still at a right angle.

This point is \(\sqrt2\,d\) from the old corner, but only \(d\) from the wall point \((0,d)\) and \(d\) from the floor point \((d,0)\). Growth from those points arrives on time. Nothing travels from the old corner to the new one: the corner is the intersection of two moving lines, and an intersection can move faster than either line. Its speed along the bisector is \(\sqrt2\,R\).

The normals show the same contrast. At a convex corner the normals of the two faces diverge and leave a quadrant that neither face covers; growth from the edge itself fills it with the arc. At a concave corner they cross. The floor point \((s,0)\), displaced along its normal, lands at \((s,d)\). If \(s<d\), that point is less than \(d\) from the wall and is already buried. Each face therefore loses a length \(d\) of its displaced copy.

### Starting from slightly rounded edges

A physical edge has some small radius \(\rho\), and then a normal exists everywhere. Let \(\mathbf r(s)\) be the surface as a function of arc length, with unit tangent \(\mathbf T\), outward normal \(\mathbf N\), and curvature \(\kappa_0\) counted positive for convex solid. With this sign, \(d\mathbf N/ds=\kappa_0\mathbf T\). The displaced curve \(\mathbf r+d\,\mathbf N\) satisfies

\[
\frac{d}{ds}(\mathbf r+d\,\mathbf N)=(1+\kappa_0d)\,\mathbf T .
\]

An element \(ds\) is stretched to \((1+\kappa_0d)\,ds\), but it still turns through the angle \(\kappa_0\,ds\). Curvature is angle per length, so

\[
\kappa(d)=\frac{\kappa_0}{1+\kappa_0d}.
\]

For a convex edge, \(\kappa_0=1/\rho\) gives \(\kappa=1/(\rho+d)\): the radius grows to \(\rho+d\). As \(\rho\to0\), the profile tends to the arc of radius \(d\) found above. The sharp continuation is not the limit of this family.

For a concave fillet, \(\kappa_0=-1/\rho\) gives \(\kappa=-1/(\rho-d)\). The radius shrinks and reaches zero at \(d=\rho\). The whole fillet has then converged on its centre \((\rho,\rho)\), which is also where the displaced floor and wall meet. From there the sharp-corner result applies to the remaining thickness \(d-\rho\), and the corner sits at

\[
(\rho,\rho)+(d-\rho,\,d-\rho)=(d,d).
\]

So in this model a concave corner not only stays sharp: a circular fillet becomes sharp once the film is as thick as its radius.

### Sharp does not mean reversible

Suppose you deposit \(d\) and then etch isotropically by \(d\). In etching the vapour region expands, so the roles are exchanged.

After deposition in the concave corner, the vapour occupies \(x>d\), \(y>d\). Seen from the vapour, this is a convex corner, and etching rounds it. In the square \(0<x,y<d\), the material that survives satisfies

\[
(d-x)^2+(d-y)^2\ge d^2 .
\]

This is the square minus a quarter disc. A fillet of radius \(d\) and area \(d^2(1-\pi/4)\) remains.

The rounded convex corner, by contrast, returns to its original sharp shape. Original solid is at least \(d\) from the vapour outside the film, so it survives. A deposited point at distance \(\delta\le d\) from the original solid, with \(\delta>0\), reaches the film surface by moving a further \(d-\delta<d\) directly away from that solid, so it is removed. The arc therefore keeps the information about the old corner, while the sharp concave corner has lost some.

### Numbers for an iridium film

Take atomic layer deposition of iridium at 500 K, with 0.05 nm per cycle for 400 cycles. This growth rate is assumed for illustration; the real one depends on the precursor, the co-reactant and the temperature. Let the trench be 100 nm wide and 150 nm deep, repeated every 200 nm. Then

\[
d=400\times0.05\ \text{nm}=20\ \text{nm}.
\]

Each lip acquires a radius of 20 nm (200 Å). Each floor corner moves by \(\sqrt2\times20=28.3\) nm (283 Å). Drawing the lip sharp would place its tip 8.3 nm too far out. On a cross-section, the larger diagonal thickness at the floor corner is geometry, not faster deposition.

The remaining opening is \(100-2\times20=60\) nm. The corner results hold until other fronts interfere; here the side walls would meet at \(d=50\) nm.

For the deposited cross-section, start with surface length times thickness. Each convex corner adds a quarter disc, \(\pi d^2/4\). At each concave corner the two strips overlap in a square, so \(d^2\) must be subtracted. With two of each per period,

\[
A=(200+2\times150)\times20+2\,\frac{\pi\,20^2}{4}-2\times20^2 .
\]

The terms are \(10000+628-800\), so \(A\approx9828\ \text{nm}^2\). The corners change the total by less than 2%, although they change the local shape by many nanometres.

### How far a real film departs from this

The inputs in this section are rough or assumed values, chosen to size the corrections.

**Nucleation and orientation.** The model assumes that growth starts everywhere at the first cycle. A uniform delay of 30 cycles removes \(30\times0.05=1.5\) nm, so \(d\) becomes 18.5 nm and both corner lengths fall by 7.5%. If growth starts from points on a square grid with spacing \(a=10\) nm, the hemispheres leave dips of \(d-\sqrt{d^2-a^2/2}=1.3\) nm on a flat face. A lip can suffer more: if the nearest nuclei sit 5 nm back from the edge on both faces, the film there falls short by about 4 nm along the diagonal. A 5% difference in speed between wall and floor shifts one face by 1 nm. The concave corner then lies at unequal displacements but is still sharp, unless an intermediate orientation cuts in. A plane whose normal makes an angle \(\theta\) with the wall normal overtakes the corner when its speed exceeds \(R_{\rm wall}\cos\theta+R_{\rm floor}\sin\theta\). For equal face speeds that means 41% faster at 45°, but only 3.4% faster at 2° from a face. The convex profile need not be circular.

**Surface diffusion.** Capillarity drives atoms into a sharp concave corner. With surface energy \(\gamma\), atomic volume \(\Omega\), surface diffusivity \(D\) and \(\Omega^{-2/3}\) surface sites per area, the chemical potential is \(\gamma\Omega\kappa\). The resulting atom flux is \(-(D\Omega^{-2/3}/kT)\,\partial_s(\gamma\Omega\kappa)\). Its divergence times \(-\Omega\) is the normal velocity, \(B\,\partial_s^2\kappa\), where

\[
B=\frac{D\gamma\,\Omega^{4/3}}{kT}.
\]

For a shallow profile \(h\), \(\kappa\approx-h''\), so \(\partial_th=-Bh''''\). A ripple of wavenumber \(q\) decays as \(e^{-Bq^4t}\), and smoothing reaches a length of order \((Bt)^{1/4}\).

I use \(\gamma=19\) eV/nm², \(\Omega=0.014\) nm³, \(D=10^{12}e^{-Q/kT}\) nm²/s and \(t=4000\) s. This gives 0.014 nm for \(Q=2.3\) eV and 0.26 nm for \(Q=1.8\) eV. These lengths are for a surface that relaxes without growing. Growth keeps resharpening the concave corner: \(R\) balances \(B/L^3\) at \(L\sim(B/R)^{1/3}\), which is 0.06 nm for \(Q=1.8\) eV with \(R=d/t\). The blunting during deposition is therefore smaller as long as \((Bt)^{1/4}\) is well below \(d\). Even 0.26 nm is only about the spacing of (111) layers, 0.22 nm, so at these barriers diffusion leaves the corner sharp down to roughly atomic size. This conclusion is very sensitive to the assumed barrier: \((Bt)^{1/4}\) and \((B/R)^{1/3}\) become 1.5 and 0.6 nm at \(Q=1.5\) eV, and 4.7 and 2.9 nm at \(Q=1.3\) eV.

**Curvature of the lip.** The capillary energy there is \(\gamma\Omega/d=0.013\) eV per atom, or \(0.31\,kT\), at the final thickness, and larger earlier, when the lip radius is smaller. That is not negligible if atoms attach and detach near equilibrium. Constant \(R\) requires an essentially irreversible reaction.

**Supply to the bottom.** Consider the foot of the wall in the final trench, with a 60 nm opening at a conservative depth of 150 nm. I assume that molecules cross the trench without colliding. The mean free path is of order micrometres at a few Torr, but only tens of nanometres at atmospheric pressure, where this estimate does not apply. For cosine-law arrival, the fraction of the open-surface flux arriving between the wall normal and an angle \(\theta_0\) in the cross-section is \(\tfrac12\sin\theta_0\). The opening occupies the remaining angles up to the wall direction, so its share is

\[
F=\frac12\left(1-\frac{150}{\sqrt{150^2+60^2}}\right)=0.036 .
\]

If every particle stuck at first impact, the foot would receive only a few per cent of the open-surface flux, and the constant-speed construction would fail.

A weakly sticking, saturating precursor behaves differently. For 0.05 Torr of a precursor of molar mass about 490 g/mol, the kinetic flux \(p/\sqrt{2\pi mkT}\) during a 2 s pulse supplies \(2.0\times10^4\) impacts per atom to be added on an open surface. This takes one iridium atom per precursor molecule. With a reaction probability of 0.01 on an empty site, direct arrivals alone give

\[
2.0\times10^4\times0.036\times0.01\approx7.2
\]

reactive impacts per site. If the rate is proportional to the number of empty sites, the unfilled fraction is at most \(e^{-7.2}\approx8\times10^{-4}\), since re-emitted molecules can only help. The bound depends strongly on the reaction probability: at 0.001 it would be about one half and would guarantee little. It is the bound that fails there, not the filling: molecules that rarely react are re-emitted many times and even out the flux. With diffuse re-emission included, the same model leaves about \(2\times10^{-9}\) unfilled at 0.001 and 13% at \(10^{-4}\), in both cases the same as on the open surface.

For these inputs, then, nucleation is the largest of the sized corrections to the corner dimensions. A diffusion barrier near 1.3 eV or below would compete with it, and the capillary effect at the lip was not converted to a length. A uniform delay shifts them by about two nanometres, and sparse nuclei set back from the edge can pull the lip in by about four. Drawing the lip sharp is an error of 8.3 nm.

Numbers in the example were calculated in double precision.
